\section*{Orbital Matching and Principal Bonds in a Staggered Ferrocene Model}

Place a metal atom at the origin and one carbon-like $p_z$ orbital at each of the two points $(0,0,\pm R)$, both with the positive lobe along $+z$. Call them $\chi$ (upper) and $\bar\chi$ (lower). Inversion through the metal exchanges the two centres and also turns each lobe over, so
\begin{equation}
\hat\imath\,\chi=-\bar\chi,\qquad \hat\imath\,\bar\chi=-\chi .
\end{equation}
The difference $(\chi-\bar\chi)/\sqrt2$ is therefore even (g) and the sum $(\chi+\bar\chi)/\sqrt2$ is odd (u). The even function can overlap the metal $s$ and $d_{z^2}$ orbitals, and the odd one can overlap $p_z$. If one carbon has overlap $S_\sigma$ with $d_{z^2}$, the even combination has overlap $\sqrt2\,S_\sigma$, because both ends contribute equally. Ferrocene follows the same pattern, with each single orbital replaced by the five $\pi$ orbitals of a ring, which adds an angular pattern around the axis.

Let the upper ring have atoms at azimuths $\phi_j=2\pi j/5$, $j=0,\dots,4$, and let $\chi_j$ be the $p_z$ orbital on atom $j$. A fivefold rotation shifts $j$ by one, so the functions with coefficients $e^{im\phi_j}$ are multiplied by a phase. Values of $m$ differing by 5 give the same coefficients, which leaves $m=0,\pm1,\pm2$. In real form the normalized coefficients are
\begin{equation}
v^{(0)}_j=\frac1{\sqrt5},\qquad
v^{(m)}_j=\sqrt{\tfrac25}\cos m\phi_j\ \text{ or }\ \sqrt{\tfrac25}\sin m\phi_j\quad(m=1,2).
\end{equation}
The factor $\sqrt{2/5}$ follows from $\cos^2 m\phi_j=\tfrac12(1+\cos2m\phi_j)$. The sum of $\cos 2m\phi_j$ over the ring vanishes when $2m$ is not a multiple of 5, so $\sum_j\cos^2m\phi_j=5/2$.

The second ring is the inversion image of the first. Its atoms lie at azimuths $\phi_j+\pi$, midway between those of the upper ring when viewed along $z$: this is the staggered arrangement, of symmetry $D_{5d}$. With $\bar\chi_j$ the $p_z$ orbital on the image of atom $j$, the argument of the opening case gives
\begin{equation}
\Phi_m^{g}=\frac1{\sqrt2}\sum_j v_j^{(m)}(\chi_j-\bar\chi_j),\qquad
\Phi_m^{u}=\frac1{\sqrt2}\sum_j v_j^{(m)}(\chi_j+\bar\chi_j).
\label{salc}
\end{equation}
The pairs $m=1$ and $m=2$ have character $2\cos(2\pi m/5)$ under the fivefold rotation, which defines $e_1$ and $e_2$. For $m=0$ the remaining label comes from the vertical mirror $\sigma_d$, the $xz$ plane. It leaves $p_z$ orbitals upright and merely permutes equal coefficients, so both $m=0$ functions have $\sigma_d=+1$. The twofold rotation perpendicular to $z$ equals $\hat\imath\sigma_d$, so its value is $+1$ for the even function and $-1$ for the odd one. These are the labels $a_{1g}$ and $a_{2u}$. Hence
\begin{equation}
\Gamma_\pi=a_{1g}+a_{2u}+e_{1g}+e_{1u}+e_{2g}+e_{2u}.
\label{gamma}
\end{equation}

Characters confirm the count. The identity has trace 10. Every rotation, the inversion and every improper rotation moves all ten atoms and has trace 0. Each of the five mirrors contains one atom of each ring and has trace 2. With 20 operations, $a_{1g}$ and $a_{2u}$ each occur $(10+5\cdot2)/20=1$ time, while $a_{2g}$ and $a_{1u}$, which have $\sigma_d=-1$, occur $(10-10)/20=0$ times. Each $e$ species has character 2 for the identity and 0 for the mirrors and occurs $2\cdot10/20=1$ time.

The iron valence orbitals are classified by the same three properties: angular index $m$, parity under inversion, and behaviour under $\sigma_d$. Functions with $l=0$ and 2 are even and those with $l=1$ are odd. Reading $m$ from the polynomials gives
\begin{equation}
\begin{array}{ll}
a_{1g}:\ 4s,\ 3d_{z^2} & \quad a_{2u}:\ 4p_z\\
e_{1g}:\ 3d_{xz},\,3d_{yz} & \quad e_{1u}:\ 4p_x,\,4p_y\\
e_{2g}:\ 3d_{x^2-y^2},\,3d_{xy} & \quad e_{2u}:\ \text{none}
\end{array}
\end{equation}
An $e_{2u}$ partner must be odd with $m=2$, or $m=3$, which is equivalent under a fivefold axis. Among odd functions this requires $l\ge3$, so an $s,p,d$ valence set leaves the ligand $e_{2u}$ pair without a partner.

Unlike labels do not mix. Let $I$ be the overlap, or the matrix element of a Hamiltonian with the symmetry of the molecule, between a metal function of index $m$ and a ligand function of index $m'$, both in complex form. Applying the same fivefold rotation to everything in the integral cannot change it, yet it multiplies it by $e^{\pm2\pi i(m-m')/5}$. Thus $I=0$ unless $m$ and $m'$ agree modulo 5. Inversion multiplies an integral between g and u functions by $-1$, so that vanishes too. The mirror $\sigma_d$ does the same for a cosine partner with a sine partner. Each interaction can therefore be studied with one partner of a pair, and the other has the same energy.

Symmetry says which interactions are allowed, not which are strong. For their strength, take a carbon at azimuth 0, at distance $R$ from the metal, with the metal--carbon line at angle $\theta$ to $z$. Write $c=\cos\theta$, $s=\sin\theta$. Let the local axis $z'$ point from metal to carbon and $x'$ lie in the same vertical plane:
\begin{equation}
x=cx'+sz',\quad y=y',\quad z=-sx'+cz',\qquad p_z=c\,p_{z'}-s\,p_{x'} .
\end{equation}
Equally normalized $d$ functions have angular parts $d_\sigma=\tfrac12(3z'^2-r^2)$, $d_\pi=\sqrt3\,x'z'$ and $d_\delta=\tfrac{\sqrt3}2(x'^2-y'^2)$. For $d_{xz}$,
\begin{align}
\sqrt3\,xz&=\sqrt3\,sc\,(z'^2-x'^2)+\sqrt3\,(c^2-s^2)x'z'\nonumber\\
&=\sqrt3\,sc\,d_\sigma+(c^2-s^2)d_\pi-sc\,d_\delta ,
\end{align}
where $z'^2-x'^2=\tfrac12(3z'^2-r^2)-\tfrac12(x'^2-y'^2)$ was used. For the other two, insert $z^2=c^2z'^2+s^2x'^2-2sc\,x'z'$ and $x^2=c^2x'^2+s^2z'^2+2sc\,x'z'$, and replace $x'^2$ and $y'^2$ by $\tfrac12(r^2-z'^2)\pm\tfrac12(x'^2-y'^2)$:
\begin{align}
d_{z^2}&=\tfrac12(3c^2-1)d_\sigma-\sqrt3\,sc\,d_\pi+\tfrac{\sqrt3}2s^2d_\delta,\\
d_{x^2-y^2}&=\tfrac{\sqrt3}2s^2d_\sigma+sc\,d_\pi+\tfrac12(1+c^2)d_\delta .
\end{align}
The $d_\delta$ part has no overlap with a $p$ orbital on the $z'$ axis. With $S_\sigma=\langle d_\sigma|p_{z'}\rangle$ and $S_\pi=\langle d_\pi|p_{x'}\rangle$, the single-atom overlap is $c$ times the $d_\sigma$ coefficient times $S_\sigma$, minus $s$ times the $d_\pi$ coefficient times $S_\pi$.

An atom at azimuth $\phi_j$ has $\cos m\phi_j$ times the overlap $t$ of the atom at azimuth 0. To see this, rotate the atom back to azimuth 0. The metal orbital becomes $\cos m\phi_j$ times its cosine form plus a sine form, and the latter is odd in the $xz$ plane and contributes nothing. For $m=1,2$ one ring gives $\sqrt{2/5}\,(5/2)\,t=\sqrt{5/2}\,t$. The lower ring contributes equally by inversion, so \eqref{salc} gives $2\sqrt{5/2}\,t/\sqrt2=\sqrt5\,t$. For $m=0$ the same steps give $2\sqrt5\,t/\sqrt2=\sqrt{10}\,t$. Therefore
\begin{align}
S(d_{z^2})&=\sqrt{10}\left[\tfrac12c(3c^2-1)S_\sigma+\sqrt3\,s^2c\,S_\pi\right],\label{sz2}\\
S(d_{xz})&=\sqrt5\left[\sqrt3\,sc^2S_\sigma+s(1-2c^2)S_\pi\right],\label{sxz}\\
S(d_{x^2-y^2})&=\sqrt5\left[\tfrac{\sqrt3}2s^2c\,S_\sigma-s^2c\,S_\pi\right].\label{sx2}
\end{align}
The factor $1-2c^2$ is $-(c^2-s^2)$. For $4s$ the same reasoning gives $\sqrt{10}\,c\,S_{s\sigma}$. For the $4p$ orbitals, $p_z=c\,p_{z'}-s\,p_{x'}$ and $p_x=s\,p_{z'}+c\,p_{x'}$ on the metal give $\sqrt{10}(c^2S_{pp\sigma}+s^2S_{pp\pi})$ and $\sqrt5\,sc(S_{pp\sigma}-S_{pp\pi})$. As $\theta\to0$ at fixed $R$, \eqref{sxz} and \eqref{sx2} vanish as $s$ and $s^2$. The functions \eqref{salc} are normalized without regard to carbon--carbon overlap, however, and for $m=1,2$ their self-overlap vanishes in the same limit. The overlap with the fully normalized ligand function stays finite: with the parameters used below it tends to about $-0.24$ for $e_{1g}$ and $-0.085$ for $e_{2g}$.

These strengths do not depend on the staggering. If one ring is turned by $\delta$ and its coefficients follow $\cos m(\phi_j+\delta)$, the sum of squares is still $5/2$ for $m=1,2$. Turning a ring changes the symmetry labels and the direct ring--ring overlap, but not these metal--ring overlaps.

For numbers, take a model sandwich with ring radius 2.3 bohr and ring height 3.1 bohr, so that $R=3.86$ bohr and $\theta=36.6^\circ$. Each orbital is a single Slater function, with exponents 1.6 (carbon $2p$), 2.0 ($3d$) and 1.6 bohr$^{-1}$ ($4s$, $4p$). These are round parameters, not a calculation of ferrocene. They give $S_\sigma=-0.195$ and $S_\pi=0.125$. The $\sigma$ overlap is negative at this distance because the negative lobe of $p_{z'}$, which points towards the metal, contributes most of the integral. The $\sigma$ and $\pi$ terms of \eqref{sz2}--\eqref{sx2} are then
\begin{align}
S(d_{z^2})&=-0.231+0.195=-0.036,\nonumber\\
S(d_{xz})&=-0.290-0.048=-0.339,\\
S(d_{x^2-y^2})&=-0.108-0.080=-0.187,\nonumber
\end{align}
to rounding. Direct quadrature over all ten carbons, made without use of symmetry, agrees with the formulas within $10^{-9}$.

The two terms reinforce each other in $e_{1g}$ and $e_{2g}$ but nearly cancel for $d_{z^2}$. Setting the bracket in \eqref{sz2} to zero, dividing by $c^3$ and using $3c^2-1=2c^2-s^2$ gives
\begin{equation}
\left(1-\tfrac12\tan^2\theta_0\right)S_\sigma+\sqrt3\tan^2\theta_0\,S_\pi=0,\qquad
\tan^2\theta_0=\frac{S_\sigma}{\tfrac12S_\sigma-\sqrt3\,S_\pi}.
\end{equation}
Here $\theta_0=38.2^\circ$, less than two degrees from the chosen geometry. The $3d_{z^2}$ orbital is allowed by symmetry to bond with the rings, yet hardly does so. The angle depends on $R$ and on the exponents, so the degree of cancellation is a property of this model geometry.

Energies need a Hamiltonian. The Wolfsberg--Helmholz form sets $H_{ii}=\alpha_i$ and $H_{ij}=\tfrac12K S_{ij}(\alpha_i+\alpha_j)$ for $i\ne j$, with $K=1.75$. The chosen energies are $\alpha_C=-0.42$, $\alpha_d=-0.40$, $\alpha_s=-0.30$ and $\alpha_p=-0.25$ hartree. Electron repulsion, the $\sigma$ framework and charge self-consistency are left out. Among the carbon orbitals, $H=\alpha_C[KS-(K-1)\mathbf 1]$. A ligand combination whose self-overlap is $\lambda$ thus has energy
\begin{equation}
E_L=\alpha_C\left[K-\frac{K-1}{\lambda}\right].
\label{el}
\end{equation}
For an isolated ring, with overlaps $S_1=0.241$ and $S_2=0.046$ between first and second neighbours, $\lambda_m=1+2S_1\cos(2\pi m/5)+2S_2\cos(4\pi m/5)$. The levels are $-0.535$, $-0.442$ and $-0.242$ hartree for $m=0,1,2$. Two $\mathrm{Cp}^-$ rings carry 12 $\pi$ electrons, which fill $a_{1g}$, $a_{2u}$, $e_{1g}$ and $e_{1u}$ and leave $e_{2g}$ and $e_{2u}$ empty. Taking iron as $\mathrm{Fe}^{2+}$, $d^6$, makes 18 electrons. The charges are a counting convention; neutral fragments give the same total, $8+2\cdot5$.

When one metal orbital of energy $\alpha_M$ meets one ligand combination, write $h=\tfrac12K(\alpha_M+\alpha_C)$ and let $S$ be the group overlap. The off-diagonal element of $H$ is $hS$, and $\det(H-ES)=0$ becomes
\begin{equation}
\lambda(E_L-E)(\alpha_M-E)=S^2(h-E)^2 .
\label{sec}
\end{equation}
For $e_{1g}$, $E_L=-0.43115$ hartree, so \eqref{el} gives $\lambda=0.75/(1.75-0.43115/0.42)=1.0367$. Also $h=-0.7175$ hartree and $S^2=0.1146$. Collecting powers of $E$ in \eqref{sec}, with $E$ in hartree,
\begin{equation}
0.9221\,E^2+0.6972\,E+0.1198=0,\qquad E=-0.492,\ -0.264 .
\end{equation}
The lower pair holds four electrons and lies $0.061$ hartree below the free ligand pair, a total change of $-0.244$ hartree ($-6.6$ eV). Its metal share is 0.42 by Mulliken partition, so, counted from the ionic fragments, about $4\times0.42=1.7$ electrons have moved from the rings into $3d_{xz}$ and $3d_{yz}$. The share follows $\alpha_d$ closely: it is 0.30 for $\alpha_d=-0.35$ and 0.57 for $\alpha_d=-0.46$ hartree.

To compare the species, let $\varepsilon$ be the lower of the two uncoupled levels, $\Delta$ their separation, and $b=|S(h-\varepsilon)|/\sqrt\lambda$ the coupling at that energy. If $b\ll\Delta$, setting $E=\varepsilon$ in \eqref{sec} except in the small factor gives a lowering $b^2/\Delta$. The estimate can be trusted only when $b/\Delta$ is small. For $a_{1g}$ the estimate uses $4s$ alone; the energy changes come from the full problem with all 19 orbitals:
\begin{equation}
\begin{array}{lcccc}
 & b\ (\text{hartree}) & \Delta\ (\text{hartree}) & b/\Delta & \text{change (hartree)}\\
e_{1g} & 0.095 & 0.031 & 3.1 & -0.244\\
e_{2g} & 0.074 & 0.152 & 0.49 & -0.104\\
e_{1u} & 0.066 & 0.202 & 0.33 & -0.063\\
a_{1g} & 0.043 & 0.245 & 0.17 & -0.012\\
a_{2u} & 0.022 & 0.274 & 0.08 & -0.003
\end{array}
\end{equation}
The $e_{1g}$ interaction leads because it has both the largest coupling and the smallest separation. With $b/\Delta=3.1$ the perturbative formula fails there: it would give a lowering of 0.29 hartree instead of 0.061.

The second entry is back-donation. The filled $e_{2g}$ pair is mainly metal, with a Mulliken metal share of 0.82. By that partition it passes about $4\times0.18=0.7$ electrons into the empty ligand $e_{2g}$ pair. The third is donation from the ligand $e_{1u}$ pair into $4p_x$ and $4p_y$.

Overlap alone would have given a different ranking. The largest group overlap is that of $4s$, $-0.644$, and that of $4p_x$, $-0.517$, also exceeds the $e_{1g}$ value. Their effect on the energy is smaller because these metal levels lie far above the ligand levels and because $h-\varepsilon$ is small: for $4s$ it is $-0.630+0.545=-0.085$ hartree, against $-0.286$ hartree for $e_{1g}$. Being a difference of similar numbers, it is sensitive to $K$ and $\alpha_s$, as its $4p$ counterpart is to $K$ and $\alpha_p$, so the size of the $4s$ and $4p$ contributions depends strongly on the parameters: $\alpha_p=-0.30$ hartree moves $e_{1u}$ ($-0.118$) ahead of $e_{2g}$, and so does a $3d$ exponent of 2.5 ($-0.063$ against $-0.049$). The lead of $e_{1g}$ survives $K$ between 1.5 and 2.0 and shifts of $\pm0.05$ hartree in $\alpha_s$ or $\alpha_p$, but it depends on $\alpha_d$. At $\alpha_d=-0.35$ hartree the $e_{1g}$ and $e_{2g}$ changes are $-0.154$ and $-0.135$, and at $-0.30$ the order is reversed, $-0.090$ against $-0.181$. The overlap population, another measure of bonding, also puts $e_{1g}$ first, with 0.98 electrons, but $e_{1u}$ follows at 0.79, ahead of $e_{2g}$ at 0.54.

The 18 electrons fill two $a_{1g}$ levels, one $a_{2u}$ level and the lower $e_{1g}$, $e_{1u}$ and $e_{2g}$ pairs. The highest filled level is the second $a_{1g}$ at $-0.3997$ hartree, almost unmoved from the bare $3d$ energy, as the small $d_{z^2}$ overlap suggests. The lowest empty level is the antibonding $e_{1g}$ pair at $-0.2640$ hartree. The gap is $0.136$ hartree (3.7 eV), an orbital energy difference in this model and not an excitation energy; a more compact $3d$ function with exponent 2.5 reduces it to $0.072$ hartree. With these orbitals held fixed, a nineteenth electron would enter an antibonding pair.

To find what produces the gap, remove the coupling of $3d_{xz}$ and $3d_{yz}$ to the rings and keep every other interaction. The two orbitals return to $-0.40$ hartree. Eight orbitals lie below them, so the last two electrons must share this degenerate pair, and the gap is zero. The second $a_{1g}$ level is then only 0.0003 hartree higher, so even the opposite order would leave almost no gap. In this model the closed shell of 18 electrons with a substantial gap rests on the $e_{1g}$ bond. The full set of levels, overlaps and populations is in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Ring radius, height: 2.3, 3.1 bohr
Metal-carbon R: 3.8601 bohr = 2.0427 angstrom
Angle theta: 36.57 degrees
zeta C2p, M3d, M4s/4p: 1.6, 2.0, 1.6 1/bohr
alpha C2p, M3d: -0.42, -0.40 hartree
alpha M4s, M4p: -0.30, -0.25 hartree
Wolfsberg-Helmholz K: 1.75 (no unit)
Ligand irreps: 1 a1g + 1 a2u + 1 e1g + 1 e1u + 1 e2g + 1 e2u
Metal irreps: 2 a1g + 1 a2u + 1 e1g + 1 e1u + 1 e2g
Ring overlaps S1, S2: 0.24071, 0.04603 (no unit)
Isolated-ring level m=0: -0.53481 hartree
Isolated-ring level m=1: -0.44179 hartree
Isolated-ring level m=2: -0.24201 hartree
Diatomic d-p sigma, pi: -0.19500, 0.12510 (no unit)
Diatomic 4s-p sigma: -0.25360 (no unit)
Diatomic 4p-p sigma, pi: -0.30769, 0.17531 (no unit)
d_z2 sigma, pi terms: -0.23149, 0.19537 (no unit)
d_xz sigma, pi terms: -0.29023, -0.04833 (no unit)
d_x2-y2 sigma, pi terms: -0.10767, -0.07976 (no unit)
Group overlap metal s: -0.64405 (no unit)
Group overlap metal z2: -0.03612 (no unit)
Group overlap metal xz: -0.33856 (no unit)
Group overlap metal x2-y2: -0.18743 (no unit)
Group overlap metal z: -0.43072 (no unit)
Group overlap metal x: -0.51682 (no unit)
Largest e2u-metal overlap: 8.4e-17 (no unit)
d_z2 cancellation angle: 38.23 degrees
a1g uncoupled levels: -0.54469, -0.40000, -0.30000 hartree
a1g coupled levels: -0.55106, -0.39971, -0.15437 hartree
a2u uncoupled levels: -0.52384, -0.25000 hartree
a2u coupled levels: -0.52551, -0.19172 hartree
e1g uncoupled levels: -0.43115, -0.40000 hartree
e1g coupled levels: -0.49212, -0.26397 hartree
e1u uncoupled levels: -0.45170, -0.25000 hartree
e1u coupled levels: -0.46733, -0.08552 hartree
e2g uncoupled levels: -0.40000, -0.24828 hartree
e2g coupled levels: -0.42596, -0.17716 hartree
e2u uncoupled levels: -0.23558 hartree
e2u coupled levels: -0.23558 hartree
a1g metal shares, all levels: 0.089, 0.999, 0.912 (fraction)
a2u metal shares, all levels: 0.032, 0.968 (fraction)
e1g metal shares, all levels: 0.423, 0.577 (fraction)
e1u metal shares, all levels: 0.152, 0.848 (fraction)
e2g metal shares, all levels: 0.822, 0.178 (fraction)
a1g energy change: -0.01216 hartree; overlap population: 0.2677 electrons
a2u energy change: -0.00333 hartree; overlap population: 0.1034 electrons
e1g energy change: -0.24387 hartree; overlap population: 0.9824 electrons
e1u energy change: -0.06252 hartree; overlap population: 0.7878 electrons
e2g energy change: -0.10386 hartree; overlap population: 0.5380 electrons
e1g energy change: -6.636 eV
18-electron gap: 0.13574 hartree = 3.694 eV
Gap without e1g d-ring coupling: 0.00000 hartree
\end{verbatim}
